# Chebyshev and panel solutions for the capacitance of two coplanar strips

## Result

Two infinitely long, perfectly conducting strips of zero thickness lie in one plane, on $[e_1,e_2]$ and $[e_3,e_4]$ with $e_1<e_2<e_3<e_4$, inside a uniform dielectric of relative permittivity $\varepsilon$. They carry opposite charges. Let $C$ be their capacitance per unit length, $s=e_3-e_2$ the gap and $w$ the width of the wider strip. In atomic units ($4\pi\epsilon_0=1$) define the reduced elastance

$$P=\frac{\varepsilon}{2C}.$$

Expand the charge density on each strip in Chebyshev polynomials up to degree $N$, multiplied by the inverse-square-root edge weight, and minimise the electrostatic energy at fixed strip charges. The resulting $P_N$ satisfies

$$0\le P_N-P=O\!\left(\frac{\rho^{-2N}}{N^2}\right),\qquad \rho=\frac{(\sqrt{s}+\sqrt{s+w})^2}{w}>1 .\tag{1}$$

If the same energy is minimised over densities that are uniform on each of $n$ panels, the error cannot fall faster than $1/n$ for equal panels, nor faster than $1/n^3$ for any placing of the panels. The convergence is exponential in the first case and at best algebraic in the second.

## Integral equation and energy principle

A line charge $\lambda$ has the potential $-(2\lambda/\varepsilon)\ln r$ plus a constant. Let $\sigma(x)$ be the charge per unit area, summed over both faces of a strip, and define the reduced potential

$$\psi(x)=-\int\sigma(x')\ln|x-x'|\,dx' ,$$

so that the true potential is $(2/\varepsilon)\psi$. The integral equation is $\psi=\psi_1$ on strip 1 and $\psi=\psi_2$ on strip 2. We set the strip charges to $+1$ and $-1$ per unit length. Because the total charge is zero, a change of the length unit, which adds a constant to the logarithm, leaves $\psi$ unchanged. The voltage is $(2/\varepsilon)(\psi_1-\psi_2)=1/C$, hence $P=\psi_1-\psi_2$.

Introduce the symmetric form

$$\langle\sigma,\tau\rangle=-\iint\sigma(x)\tau(x')\ln|x-x'|\,dx\,dx' .$$

For the exact density, $\langle\sigma,\sigma\rangle=\int\sigma\psi\,dx=\psi_1-\psi_2=P$.

The form is positive for neutral densities. Let $u$ be the reduced potential of a neutral density $e$ in the whole plane, so that $\nabla^2u=-2\pi e(x)\delta(y)$. Integration by parts gives

$$\langle e,e\rangle=\int e\,u\,dx=\frac1{2\pi}\iint|\nabla u|^2\,dx\,dy\ \ge 0 .\tag{2}$$

The boundary term vanishes because neutrality makes $u$ fall at least as $1/r$ and $\nabla u$ as $1/r^2$, while the circumference grows as $r$.

Now take a trial density $\sigma+e$ with the correct charge on each strip. Then $e$ has zero charge on each strip separately, and since $\psi$ is constant there,

$$\langle\sigma,e\rangle=\psi_1\int_1e\,dx+\psi_2\int_2e\,dx=0,\qquad P_{\rm trial}=P+\langle e,e\rangle .\tag{3}$$

The error in $P$ is therefore quadratic in the density error, and every trial capacitance lies at or below the true one. Enlarging the trial space can only lower $P_{\rm trial}$.

## The edge-weighted basis

On a strip with centre $c$ and half-width $h$ put $x=c+ht$ and

$$\sigma(x)=\frac{1}{\pi h\sqrt{1-t^2}}\sum_{n=0}^{N}a_nT_n(t).$$

With $t=\cos\theta$, $T_n=\cos n\theta$, the strip charge is $\frac1\pi\int_0^\pi\sum a_n\cos n\theta\,d\theta=a_0$. The charge constraints thus fix $a_0=+1$ on strip 1 and $a_0=-1$ on strip 2, and leave all other coefficients free.

To find the potential of one basis function, write a point outside $[-1,1]$ as $z=\frac12(r+1/r)$ with $|r|<1$. Then

$$z-\cos\theta=\frac{1-2r\cos\theta+r^2}{2r}=\frac{(1-re^{i\theta})(1-re^{-i\theta})}{2r}.$$

Expanding the two logarithms gives, for real $z$,

$$-\ln|z-\cos\theta|=\ln(2|r|)+2\sum_{n\ge1}\frac{r^n}{n}\cos n\theta .$$

Multiply by $\cos n\theta/\pi$ and integrate over $0<\theta<\pi$. Since $\frac1\pi\int_0^\pi\cos^2n\theta\,d\theta=\frac12$ for $n\ge1$,

$$-\frac1\pi\int_{-1}^1\frac{\ln|z-t'|\,T_n(t')}{\sqrt{1-t'^2}}dt'=
\begin{cases}\ln(2|r|),&n=0\\ r^n/n,&n\ge1.\end{cases}\tag{4}$$

For real $z$ the root inside the unit circle is $r=\mathrm{sgn}(z)/(|z|+\sqrt{z^2-1})$. For complex $z$ the same expansion holds with the real part of $r^n$. Let $z$ approach a point $t=\cos\alpha$ of the strip, so that $r\to e^{\pm i\alpha}$. The potential is continuous there, because the inverse square root is a weak enough singularity, and (4) becomes $\ln2$ for $n=0$ and $T_n(t)/n$ for $n\ge1$. Each weighted polynomial therefore produces its own polynomial as potential on its own strip.

## The algorithm

Let $A$ be the matrix of $\langle\cdot,\cdot\rangle$ between basis functions. In physical lengths $-\ln|x-x'|=-\ln h-\ln|t-t'|$; the term $-\ln h$ acts on $n=0$ alone. The block of a strip with itself is diagonal:

$$A_{00}=\ln\frac2h,\qquad A_{nn}=\frac1{2n}\quad(n\ge1).$$

For different strips $j\ne k$, a point $x=c_j+h_j\cos\theta$ has $z=(x-c_k)/h_k$, and

$$A_{jm,kn}=\frac1\pi\int_0^\pi\cos m\theta\;p_n(\theta)\,d\theta,\qquad p_0=\ln\frac{2|r|}{h_k},\quad p_n=\frac{r^n}{n}.$$

The integrand is analytic, even and $2\pi$-periodic in $\theta$, so the midpoint rule in $\theta$, which is Gauss–Chebyshev quadrature, converges exponentially. The calculations below use 200 nodes. No singular integral remains.

Split the coefficients into the fixed pair $a_c=(1,-1)$ and the free ones $a_f$. Setting the derivative of $a^TAa$ with respect to $a_f$ to zero gives

$$A_{ff}a_f=-A_{fc}a_c,\qquad P_N=a^TAa=a_c^TA_{cc}a_c+a_f^TA_{fc}a_c .\tag{5}$$

The last form follows from $a_f^TA_{ff}a_f=-a_f^TA_{fc}a_c$, which cancels one of the two equal cross terms.

At $N=0$ there is nothing to solve. For strips far apart compared with their widths, at centre distance $d$, the cross element tends to $-\ln d$. With $\ln(2/h)=\ln(4/w_j)$, where $w_j$ is the strip width,

$$P_0\simeq\ln\frac{4}{w_1}+\ln\frac4{w_2}+2\ln d=\ln\frac{16d^2}{w_1w_2}.$$

To leading order each strip acts as a round wire of radius $w_j/4$.

## Exact capacitance

An error curve needs a reference. In the complex variable $z=x+iy$, the function

$$E_x-iE_y=\frac{c_0}{\sqrt{(z-e_1)(z-e_2)(z-e_3)(z-e_4)}}$$

with real $c_0$ and branch cuts on the strips is a static field. It is imaginary on the strips, so the tangential field vanishes there. It falls as $1/z^2$, so the total charge is zero. Let $I_g$ and $I_s$ be the integrals of $1/\sqrt{|\prod(x-e_i)|}$ over the gap and over one strip. The voltage is $|c_0|I_g$. The jump of $\varepsilon E_y$ across a strip is $4\pi\sigma$, and the two faces have equal and opposite $E_y$, so $|\sigma|=\varepsilon|E_y|/2\pi$ and the charge is $(\varepsilon/2\pi)|c_0|I_s$. Therefore

$$C=\frac{\varepsilon}{2\pi}\frac{I_s}{I_g},\qquad P=\pi\frac{I_g}{I_s}.$$

For the gap, define $D^2=(e_4-e_2)(e_3-e_1)$ and

$$k^2=\frac{(e_3-e_2)(e_4-e_1)}{D^2},\qquad v=\frac{(e_3-e_1)(x-e_2)}{(e_3-e_2)(x-e_1)},$$

so that $v$ runs from 0 to 1. Direct subtraction gives

$$1-v=\frac{(e_2-e_1)(e_3-x)}{(e_3-e_2)(x-e_1)},\qquad
1-k^2v=\frac{(e_2-e_1)(e_4-x)}{(e_4-e_2)(x-e_1)},$$

and differentiation gives

$$\frac{dv}{dx}=\frac{(e_3-e_1)(e_2-e_1)}{(e_3-e_2)(x-e_1)^2}.$$

Combining these, all factors of $e_2-e_1$ and $e_3-e_2$ cancel:

$$\frac{(dv/dx)^2}{v(1-v)(1-k^2v)}=\frac{D^2}{\prod_i(x-e_i)}.\tag{6}$$

Put $v=\sin^2\theta$. Then $dv/\sqrt{v(1-v)(1-k^2v)}=2\,d\theta/\sqrt{1-k^2\sin^2\theta}$, and $I_g=2K(k)/D$, with $K$ the complete elliptic integral of the first kind.

Equation (6) is an algebraic identity, so the labels may be shifted cyclically, $(e_1,e_2,e_3,e_4)\to(e_2,e_3,e_4,e_1)$. Now $v$ runs from 0 to 1 on strip 2. The shift turns $D^2$ into $-D^2$, which matches the negative product on a strip, and turns $k^2$ into $(e_4-e_3)(e_2-e_1)/D^2$. Expanding the products shows that this equals $1-k^2=k'^2$. Hence $I_s=2K(k')/D$; strip 1 has the same integral because the charges are opposite. The result is

$$P=\pi\frac{K(k)}{K(k')},\qquad C=\frac{\varepsilon}{2\pi}\frac{K(k')}{K(k)} .\tag{7}$$

The normalised density has magnitude $|\sigma|=D/\bigl(2K(k')\sqrt{|\prod(x-e_i)|}\bigr)$.

## Why the Chebyshev error is exponential

On strip 1 the edge weight removes the factors belonging to its own edges:

$$\sum_na_nT_n(t)=\frac{\pi D}{2K(k')}\frac1{\sqrt{(e_3-x)(e_4-x)}} .$$

What remains is smooth on the strip. Its nearest singularity is the near edge of the other strip, at $t=\xi=1+2s/w_1$. Define $\rho_1=\xi+\sqrt{\xi^2-1}$. Since $\xi^2-1=4s(s+w_1)/w_1^2$,

$$\rho_1=\frac{w_1+2s+2\sqrt{s(s+w_1)}}{w_1}=\frac{(\sqrt s+\sqrt{s+w_1})^2}{w_1}.$$

With $t=\frac12(\zeta+1/\zeta)$, the Chebyshev series becomes a Laurent series with terms $\frac12a_n(\zeta^n+\zeta^{-n})$, and

$$\xi-t=\frac{\rho_1}{2}\left(1-\frac{\zeta}{\rho_1}\right)\left(1-\frac1{\rho_1\zeta}\right).$$

The outer singularity nearest the unit circle is $(1-\zeta/\rho_1)^{-1/2}$. Its power-series coefficients behave as $\rho_1^{-n}/\sqrt{\pi n}$, and the remaining factors are analytic near $\zeta=\rho_1$, so $a_n\sim\text{const}\times n^{-1/2}\rho_1^{-n}$. Strip 2 behaves in the same way with its own width. The wider strip has the smaller $\rho$ and sets the rate in (1).

Now use the exact series cut at degree $N$ as a trial density. Its error consists of the tails $\tau_1$ and $\tau_2$, which have zero charge. From $\langle\tau_1-\tau_2,\tau_1-\tau_2\rangle\ge0$ follows $2\langle\tau_1,\tau_2\rangle\le\langle\tau_1,\tau_1\rangle+\langle\tau_2,\tau_2\rangle$. The minimiser is no worse than this trial, and the own-strip block is $1/(2n)$, so

$$P_N-P\le2\langle\tau_1,\tau_1\rangle+2\langle\tau_2,\tau_2\rangle=\sum_{\rm strips}\sum_{n>N}\frac{a_n^2}{n}.\tag{8}$$

The summand is of order $\rho^{-2n}/n^2$, and summing the geometric tail gives (1). The factor 2 in the exponent comes from the quadratic error law (3).

The rate weakens when the gap closes. For $s\ll w$, $\rho\simeq1+2\sqrt{s/w}$, and the exponential factor is about $e^{-4N\sqrt{s/w}}$. The degree needed for a given reduction of this factor grows as $\sqrt{w/s}$. At $s=0$ the strips touch and the statement fails.

## Why uniform panels converge algebraically

Let panel $i$ start at $x_i$ and have length $h_i$. On the vertical band above and below it define

$$\Phi_i=\sin\frac{2\pi(x-x_i)}{h_i}\,e^{-2\pi|y|/h_i},$$

and $\Phi_i=0$ elsewhere. This function is continuous. Its squared gradient is $(2\pi/h_i)^2e^{-4\pi|y|/h_i}$, because the squared sine and cosine add to one, so

$$\iint|\nabla\Phi_i|^2dx\,dy=\frac{4\pi^2}{h_i^2}\,h_i\,\frac{2h_i}{4\pi}=2\pi .$$

A uniform panel charge has zero integral against the sine. With $e=\sigma_n-\sigma$ the density error and

$$m_i=\int_{\text{panel }i}\sigma\,\sin\frac{2\pi(x-x_i)}{h_i}\,dx,$$

one has $\int e\,\Phi_i\,dx=-m_i$, whatever the panel charges are. Take $\Phi=-\sum m_i\Phi_i$. The bands do not overlap, so $\iint|\nabla\Phi|^2=2\pi\sum m_i^2$, while $\int e\Phi\,dx=\sum m_i^2$. Integration by parts and the Cauchy–Schwarz inequality give

$$\left(\int e\Phi\,dx\right)^2=\left(\frac1{2\pi}\iint\nabla u\cdot\nabla\Phi\right)^2\le\frac{1}{4\pi^2}\iint|\nabla u|^2\iint|\nabla\Phi|^2 .$$

By (2) the right side is $\frac{1}{4\pi^2}\cdot2\pi\langle e,e\rangle\cdot2\pi\sum m_i^2=\langle e,e\rangle\sum m_i^2$. Hence

$$P_n-P=\langle e,e\rangle\ \ge\ \sum_im_i^2 .\tag{9}$$

**Equal panels.** Near a strip edge $|\sigma|\simeq\kappa/\sqrt{q}$ at distance $q$ from the edge. For an edge panel of length $h$, the substitution $q=hu$ gives

$$|m|\simeq\kappa\sqrt h\int_0^1\frac{\sin2\pi u}{\sqrt u}\,du .$$

The integral is positive because $1/\sqrt u$ is larger on the first half-period than on the second. So $m^2\propto h\propto1/n$, and the total error cannot fall faster.

**Any layout.** Choose a fixed interval $J$ inside a strip on which $|\sigma'|\ge g>0$. Adding the two ends of $J$ as panel boundaries enlarges the trial space and cannot raise the error, so a lower bound for the refined layout also holds for the original one. At most $n+2$ panels then tile $J$. For each of them integration by parts gives

$$m_i=-\frac{h_i}{2\pi}\int\sigma'(x)\left[1-\cos\frac{2\pi(x-x_i)}{h_i}\right]dx,\qquad |m_i|\ge\frac{g\,h_i^2}{2\pi},$$

since $\sigma'$ keeps its sign and the bracket integrates to $h_i$. For a fixed total length, $\sum h_i^4$ is smallest for equal lengths, so

$$P_n-P\ge\frac{g^2}{4\pi^2}\sum_{J}h_i^4\ge\frac{g^2|J|^4}{4\pi^2(n+2)^3}.$$

Grading the panels towards the edges can cure the edge loss, but it cannot cure the misfit of constants to a sloping density.

## Worked example

Take widths of 300 and 600 nm, a gap of 200 nm and $\varepsilon=2.7$. Then

$$k^2=\frac{200\times1100}{800\times500}=0.55,\qquad P=\pi\,\frac{1.898925}{1.813884}=3.28888 .$$

In atomic units $C=2.7/(2P)=0.4105$. Multiplication by $4\pi\epsilon_0$ gives $C=2\pi\epsilon_0\varepsilon/P=45.67$ aF/µm.

For degree 1, with lengths in µm, the numerical output lists the $4\times4$ matrix. With free coefficients $\alpha$ on strip 1 and $\beta$ on strip 2, (5) reads

$$0.5\,\alpha-0.033926\,\beta=0.133380,\qquad-0.033926\,\alpha+0.5\,\beta=0.254033 .$$

The solution is $\alpha=0.30263$, $\beta=0.52860$; the exact coefficients are 0.30543 and 0.52931. Both signs mean that charge crowds towards the gap: on strip 2 the polynomial is $-1+\beta t$, largest in magnitude at its left edge. The elastance is

$$P_0=2.590267+1.897120-2(0.508830)=3.469727,$$
$$P_1=P_0-0.133380\,\alpha-0.254033\,\beta=3.29508 .$$

The relative capacitance error $(C-C_N)/C$ drops from 5.2% at degree 0 to 0.19% at degree 1.

The wider strip gives $\rho=(\sqrt{200}+\sqrt{800})^2/600=3$, and the first omitted term in (8) has $n=N+1$. If the error follows that term, the step from degree $N$ to $N+1$ gains a factor of about $9\,[(N+2)/(N+1)]^2$. Between degrees 6 and 7 the relative error falls from $2.49\times10^{-9}$ to $2.09\times10^{-10}$. Removing the factor $(8/7)^2$ and taking the square root gives an observed $\rho$ of 3.02. With the gap reduced to 20 nm at the same widths, the predicted value is 1.438, and degrees 20 and 21 give 1.435.

For equal panels in the same geometry the relative error is 2.5% with 8 panels per strip and 0.079% with 256; the observed order is 1.00. Degree 1, with two free coefficients, lies between 64 and 128 panels per strip. Matching degree 4, whose error is $4.1\times10^{-7}$, would take about $5\times10^5$ equal panels per strip if the first-order law continues. When panel boundaries are placed at distances from the edges that grow as the fourth power of their index, up to mid-strip, the observed order is close to 3, the largest that (9) permits. With 128 such panels per strip the error is about $6\times10^{-7}$; round-off in the matrix elements of the very small edge panels limits further digits. The bound (9) accounts for about 11% of the error for equal panels and about 80% for the finest graded set. It proves that no faster rate is possible; it is not an estimate of the size of the error.

## Relation to a real line pair

The example's parameters are rough values for a thin-metal test pair buried in a carbon-doped-oxide low-k film, with metal about 30 nm thick. Thickness is the largest of the three geometrical omissions examined: rectangular bars of the same widths and gap, solved with panels on all their sides, have a capacitance 11% higher, about 51 aF/µm. A conducting wafer 1000 nm below, with the pair floating, adds 2.2%; an air surface 1000 nm above removes 1.0%. Each shift is calculated alone. Since $C\propto\varepsilon$, an uncertainty of 0.1 in the permittivity changes $C$ by 3.7%. The many digits in the error tables thus measure the solver, not a device. Copper interconnect lines whose height is comparable with their width lie outside the thin-strip model.

At 5 V the mean gap field is 0.25 MV/cm, and the strip model gives 0.32 MV/cm at 15 nm from the more strongly loaded edge. That local field would reach a rough breakdown value of 5 MV/cm at roughly 80 V. This is a scale for the zero-thickness model and not a voltage rating. On bars 30 nm thick at 5 V, the field at the middle of the side facing the gap is already about 0.43 MV/cm on the narrower bar and 0.40 MV/cm on the wider one, and it rises towards the corners, so a real pair reaches the same local field at a lower voltage. Defects and long-term wear, which are absent here, lower the limit further.

## Computed results

```
widths 300, 600 nm; gap 200 nm; eps_r 2.7
k^2 = 0.550000, K(k) = 1.898925, K(k') = 1.813884
exact P = 3.2888810727 (dimensionless)
exact C = 45.671386 aF/um = 0.410474 atomic units
degree-1 matrix, lengths in um, order (1:T0,T1; 2:T0,T1):
    2.590267   0.000000   0.508830  -0.254033
    0.000000   0.500000   0.133380  -0.033926
    0.508830   0.133380   1.897120   0.000000
   -0.254033  -0.033926   0.000000   0.500000
degree 1: a1 strip 1 = 0.302626, strip 2 = 0.528599
exact:    a1 strip 1 = 0.305426, strip 2 = 0.529307
Chebyshev: degree N, C_N (aF/um), relative error (C-C_N)/C
  0  43.29093746  5.21e-02
  1  45.58544151  1.88e-03
  2  45.66704010  9.52e-05
  3  45.67111800  5.87e-06
  4  45.67136749  4.09e-07
  5  45.67138477  3.10e-08
  6  45.67138607  2.49e-09
  7  45.67138618  2.09e-10
  8  45.67138618  1.81e-11
rho predicted 3.0000, observed 3.0198
20 nm gap: rho predicted 1.4379, observed 1.4352
equal panels per strip, C (aF/um), rel. error, bound/error in P
    8  44.522509  2.52e-02  0.108
   16  45.094965  1.26e-02  0.108
   32  45.383234  6.31e-03  0.107
   64  45.527409  3.15e-03  0.107
  128  45.599434  1.58e-03  0.107
  256  45.635421  7.87e-04  0.106
graded panels per strip, rel. error, bound/error in P
   16  3.01e-04  0.675
   32  3.90e-05  0.755
   64  4.98e-06  0.794
  128  6.22e-07  0.822
observed order: equal 1.002, graded 3.002
equal panels per strip to match degree 4 (extrapolated): 4.9e+05
metal 30 nm thick: C changes by +11.2 %
conducting plane 1000 nm below: +2.2 %
air surface 1000 nm above: -1.0 %
mean gap field at 5 V: 0.250 MV/cm
field 15 nm from edge: 0.318 MV/cm
voltage for rough 5 MV/cm there: 79 V
```
